Variational principles for the generalised eigenproblem Hψ = εSψ

Rayleigh-Ritz, min-max and the quadratic error for Hψ = εSψ

1. What goes wrong without the result

With ultrasoft pseudopotentials the smooth orbitals are not normalised in the ordinary sense. The one-electron equation is the generalised eigenproblem Hu = εSu, where the overlap operator S restores the charge missing near the nucleus. An iterative eigensolver holds only an approximate vector ψ and must assign an energy to it. Suppose it takes the familiar quotient ⟨ψ,Hψ⟩/⟨ψ,ψ⟩. In the model of part 8 the lowest eigenvalue is −1.276 Ha, yet this quotient evaluated on the exact ground state gives −1.785 Ha. It lies below the lowest level (here because that level is negative and ⟨ψ,ψ⟩ < 1; for a positive level it would lie above), and it changes in first order when ψ is disturbed. A solver that minimised it would walk away from the solution.

Even with the right quotient, three questions stay open until they are proved: whether the lowest value found is an upper bound, whether enlarging the basis can make a level worse, and how accurate ψ must be for a given accuracy in ε.

2. Setting and assumptions

Hartree atomic units are used. Vectors have N complex components, N finite, as in a plane-wave basis, and ⟨a,b⟩ = Σ a_i* b_i. H is a fixed Hermitian matrix, ⟨a,Hb⟩ = ⟨Ha,b⟩. S is Hermitian and positive definite: ⟨ψ,Sψ⟩ > 0 for every ψ ≠ 0. Then ⟨a,Sb⟩ is an inner product, with norm ‖a‖_S = ⟨a,Sa⟩^(1/2). The Rayleigh quotient is

R(ψ) = ⟨ψ,Hψ⟩ / ⟨ψ,Sψ⟩, ψ ≠ 0.  (1)

It is real, because ⟨ψ,Hψ⟩* = ⟨Hψ,ψ⟩ = ⟨ψ,Hψ⟩ and likewise for S. It is unchanged under ψ → cψ, because |c|² cancels.

Positivity of S is a condition, not a consequence of the ultrasoft form. Take one projector β and a real augmentation charge q, so that S = 1 + q|β⟩⟨β|. Write n_β = ⟨β,β⟩ and P = |β⟩⟨β|/n_β. Then P² = |β⟩n_β⟨β|/n_β² = P, so P projects on β, and

S = (1 − P) + (1 + q n_β) P.  (2)

S has the eigenvalue 1 + q n_β on β and 1 on every vector orthogonal to β, so it is positive definite exactly when 1 + q n_β > 0. From ⟨δ,Sδ⟩ = ‖δ‖² + q|⟨β,δ⟩|² and the Cauchy-Schwarz inequality |⟨β,δ⟩|² ≤ n_β‖δ‖², for q ≥ 0,

‖δ‖² ≤ ‖δ‖_S² ≤ (1 + q n_β)‖δ‖².  (3)

An error small in one norm is small in the other. The proofs below use only that S is Hermitian and positive definite, so they hold for any number of projectors as long as S as a whole is positive definite. It is not enough that 1 + q n_β > 0 for each projector separately: two copies of the same β with q n_β = −0.6 each give S the eigenvalue 1 − 1.2 = −0.2 on β.

3. An S-orthonormal eigenbasis

The spectral theorem for Hermitian matrices is taken as known. It gives S orthonormal eigenvectors v_i with eigenvalues s_i = ⟨v_i,Sv_i⟩ > 0. Define A = Σ s_i^(−1/2)|v_i⟩⟨v_i|. A is Hermitian and invertible, and ASA = 1, so S = A⁻¹A⁻¹. For the form (2),

A = (1 − P) + (1 + q n_β)^(−1/2) P,

and ASA = (1 − P) + P = 1 follows from P(1 − P) = 0.

The matrix AHA is Hermitian, so it has orthonormal eigenvectors z_j and real eigenvalues ε_1 ≤ ε_2 ≤ … ≤ ε_N. Put u_j = Az_j. Multiplying AHAz_j = ε_j z_j from the left by A⁻¹ gives Hu_j = ε_j A⁻¹z_j, and A⁻¹z_j = A⁻¹A⁻¹u_j = Su_j. Also ⟨u_i,Su_j⟩ = ⟨z_i,ASAz_j⟩ = ⟨z_i,z_j⟩. Hence

Hu_j = ε_j Su_j, ⟨u_i,Su_j⟩ = δ_ij, ⟨u_i,Hu_j⟩ = ε_j δ_ij.  (4)

The u_j form a basis, being the image of a basis under an invertible map.

4. The Rayleigh-Ritz principle

Expand ψ = Σ c_j u_j. Taking ⟨u_i,S·⟩ of both sides and using (4) gives c_i = ⟨u_i,Sψ⟩. The double sums collapse by (4):

⟨ψ,Sψ⟩ = Σ_ij c_i* c_j δ_ij = Σ|c_j|²,
⟨ψ,Hψ⟩ = Σ_ij c_i* c_j ε_j δ_ij = Σ|c_j|² ε_j,

R(ψ) = Σ|c_j|² ε_j / Σ|c_j|².  (5)

R is a mean of the eigenvalues with non-negative weights. Subtracting ε_1 = ε_1 Σ|c_j|²/Σ|c_j|² gives

R(ψ) − ε_1 = Σ|c_j|²(ε_j − ε_1) / Σ|c_j|² ≥ 0,

since every term is non-negative. The sum vanishes only if c_j = 0 whenever ε_j > ε_1, that is, only on the lowest eigenspace. The same argument with ε_N − ε_j ≥ 0 gives the other side:

ε_1 = min R, ε_N = max R.  (6)

If only the c_j with p ≤ j ≤ p′ are non-zero, (5) gives ε_p ≤ R ≤ ε_p′. This remark is used repeatedly below.

The other eigenvectors are stationary points. Let ψ(t) = ψ + tδ with t real. The numerator has derivative ⟨δ,Hψ⟩ + ⟨ψ,Hδ⟩ = 2Re⟨δ,Hψ⟩ at t = 0, the second term being the complex conjugate of the first, and the denominator has 2Re⟨δ,Sψ⟩. The quotient rule gives

dR/dt = [2Re⟨δ,Hψ⟩ − R·2Re⟨δ,Sψ⟩]/⟨ψ,Sψ⟩ = 2Re⟨δ,r⟩/⟨ψ,Sψ⟩, r = (H − RS)ψ.  (7)

The vector r is the residual. On u_k, R = ε_k and r = 0. Conversely, if dR/dt = 0 for all δ, the choice δ = r gives ⟨r,r⟩ = 0, so ψ is an eigenvector.

5. The min-max principle

Subspaces. Let the columns of the N×m matrix X be a basis of a subspace. Its vectors are ψ = Xy, and

R(Xy) = ⟨y,hy⟩/⟨y,sy⟩, h = X†HX, s = X†SX.  (8)

h and s are Hermitian, and ⟨y,sy⟩ = ⟨Xy,SXy⟩ > 0 for y ≠ 0 because the columns are independent. The small pair (h,s) meets the assumptions of part 2. Its eigenvalues λ_1 ≤ … ≤ λ_m are the Ritz values, and by (6) R attains its maximum λ_m and minimum λ_1 on the subspace.

Theorem. For k = 1, …, N,

ε_k = min over V with dim V = k of max over ψ in V of R(ψ).  (9)

Proof, first half: every V has max R ≥ ε_k. Write ψ = Xy with X a basis of V, and impose ⟨u_j,SXy⟩ = 0 for j = 1, …, k−1. These are k−1 homogeneous linear equations in k unknowns, so a solution y ≠ 0 exists. For it c_1 = … = c_(k−1) = 0, and (5) gives R ≥ ε_k. The maximum over V is at least this value.

Second half: the bound is reached. On V = span(u_1, …, u_k), (5) is a mean of ε_1, …, ε_k, so R ≤ ε_k, with equality at u_k. Together the halves give (9).

The mirror form follows from the pair (−H,S). Its quotient is −R and its eigenvalues in rising order are ε′_j = −ε_(N+1−j). Equation (9) for this pair reads −ε_(N+1−j) = min max(−R) = −max min R over subspaces of dimension j. With j = N−k+1,

ε_k = max over W with dim W = N−k+1 of min over ψ in W of R(ψ).  (10)

An arbitrary single trial vector gives an upper bound on ε_1 only; by the remark after (6) it bounds ε_k from above if it is known to be S-orthogonal to u_1, …, u_(k−1). Equation (9) gives an upper bound on ε_k with no knowledge of the lower eigenvectors, at the price of a whole k-dimensional space.

6. Ritz values bound, interlace and fall

Fix a subspace M of dimension m. Apply (9) to the pair (h,s) of (8). The k-dimensional spaces of vectors y correspond one to one to the k-dimensional subspaces V inside M, so

λ_k = min over V inside M, dim V = k, of max R.

This is the minimum in (9) taken over a smaller family, and a minimum over fewer candidates cannot be lower: λ_k ≥ ε_k. If M lies inside a larger M′, the family for M′ contains that for M, so λ_k(M′) ≤ λ_k(M) for k ≤ m. For the upper side apply λ ≥ ε to (−H,S): −λ_(m+1−j) ≥ −ε_(N+1−j). With k = m+1−j the index N+1−j becomes k+N−m, and

ε_k ≤ λ_k ≤ ε_(k+N−m).  (11)

Raising a plane-wave cutoff at fixed H, S and cell gives nested subspaces, so every level falls or stays. The monotonic fall is not guaranteed if the subspaces are not nested or if H changes along the way. In a space of infinite dimension a largest eigenvalue need not exist (an H containing the kinetic energy is unbounded above) and further assumptions on H are needed; that case is not treated here.

7. The error is quadratic

Let ψ = u_k + δ with δ arbitrary and ψ ≠ 0, and K = H − ε_k S. By (1), R − ε_k = ⟨ψ,Kψ⟩/⟨ψ,Sψ⟩. Expand:

⟨ψ,Kψ⟩ = ⟨u_k,Ku_k⟩ + ⟨δ,Ku_k⟩ + ⟨u_k,Kδ⟩ + ⟨δ,Kδ⟩.

The first two terms vanish because Ku_k = 0. The third is ⟨Ku_k,δ⟩ = 0 because K is Hermitian. So, exactly,

R(u_k + δ) − ε_k = ⟨δ,(H − ε_k S)δ⟩ / ⟨ψ,Sψ⟩.  (12)

With δ = Σ d_j u_j the numerator is Σ|d_j|²(ε_j − ε_k), of modulus at most Γ_k‖δ‖_S², where Γ_k = max_j|ε_j − ε_k|. The triangle inequality gives ‖ψ‖_S ≥ 1 − ‖δ‖_S. For ‖δ‖_S < 1,

|R − ε_k| ≤ Γ_k ‖δ‖_S² / (1 − ‖δ‖_S)²,

which is of second order, and of second order in the ordinary norm too: by (3) for one projector with q ≥ 0, and for any positive definite S because δ = Σ a_i v_i gives ‖δ‖_S² = Σ s_i|a_i|² ≤ (max_i s_i)‖δ‖².

Angle form. A δ that is a multiple of u_k only rescales ψ and leaves R = ε_k, yet it counts in ‖δ‖_S. Since R is unchanged under ψ → cψ, only the direction of ψ matters, and the natural measure of error is the angle between ψ and u_k. Normalise ‖ψ‖_S = 1 and choose the phase so that c_k = cosθ is real and non-negative, 0 ≤ θ ≤ π/2. Then ψ = cosθ u_k + sinθ w with ⟨u_k,Sw⟩ = 0 and ‖w‖_S = 1, since ‖ψ − c_k u_k‖_S² = 1 − c_k². The terms with u_k again drop out of ⟨ψ,Kψ⟩, and ⟨w,Kw⟩ = R(w) − ε_k:

R(ψ) − ε_k = sin²θ · (R(w) − ε_k).  (13)

For a non-degenerate ground state w contains only u_2, …, u_N, so ε_2 ≤ R(w) ≤ ε_N and

(ε_2 − ε_1) sin²θ ≤ R − ε_1 ≤ (ε_N − ε_1) sin²θ.  (14)

Read backwards, the left side says sinθ ≤ [(R − ε_1)/(ε_2 − ε_1)]^(1/2): an eigenvalue error guarantees only its square root in the vector, and a small gap weakens the guarantee.

Degeneracy. If ε_2 = ε_1 the left side of (14) is empty, rightly, since any mixture of degenerate vectors is exact. Choose as u_1 the normalised S-projection of ψ on the whole eigenspace. Then θ is the angle to the eigenspace, w is S-orthogonal to all of it, and (14) holds with ε_2 replaced by the next distinct level.

Excited states. For ψ = u_k + t u_j with j ≠ k and t real, (12) gives

R − ε_k = t²(ε_j − ε_k)/(1 + t²),  (15)

negative for a lower level and positive for a higher one. For a level strictly between ε_1 and ε_N the error is quadratic but has no fixed sign. An eigenvector above the lowest level is therefore never a local minimum, and by (7) every local minimum of R is the global one.

A computable bound. The angle is unknown in practice, the residual is not. Let ‖ψ‖_S = 1 and ρ = R(ψ). By (4), r = S Σ c_j(ε_j − ρ)u_j, so S⁻¹r = Σ c_j(ε_j − ρ)u_j and

⟨r,S⁻¹r⟩ = Σ|c_j|²(ε_j − ρ)².

No eigenvalue lies strictly between ε_1 and ε_2, so (ε_j − ε_1)(ε_j − ε_2) ≥ 0 for all j. Write ε_j − ε_1 = (ε_j − ρ) + (ρ − ε_1) and likewise for ε_2, multiply out, and sum with weights |c_j|². The terms linear in ε_j − ρ vanish because Σ|c_j|²(ε_j − ρ) = ρ − ρ = 0 by (5). What remains is ⟨r,S⁻¹r⟩ + (ρ − ε_1)(ρ − ε_2) ≥ 0. If ρ < ε_2, division by ε_2 − ρ > 0 gives the Temple bound

0 ≤ ρ − ε_1 ≤ ⟨r,S⁻¹r⟩/(ε_2 − ρ).  (16)

The error is bounded by the squared residual ⟨r,S⁻¹r⟩ divided by ε_2 − ρ, so it is of second order in the residual as long as ρ stays away from ε_2. A lower bound η ≤ ε_2 with η > ρ may replace ε_2, as it only shrinks the denominator. A Ritz value λ_2 is an upper bound on ε_2, so inserting it gives an estimate and not a bound.

8. Worked example

The model has round parameters and describes no material. The cell is one-dimensional and periodic with L = 10 bohr, and the atom sits at τ = 1 bohr. With y = x − τ,

V = −V0 exp(−y²/2a²), V0 = 2 Ha, a = 1 bohr,
g_s(y) = (πs²)^(−1/4) exp(−y²/2s²), β = g_b, b = 0.5 bohr,
H = T + V + D|β⟩⟨β|, D = −0.5 Ha, S = 1 + q|β⟩⟨β|, q = 0.5,

with V and β repeated in every cell. The basis is exp(iGx)/√L, G = 2πn/L, |n| ≤ 20, so N = 41. For a periodically repeated function the cell integral against a plane wave equals the integral of one copy over the whole line, and completing the square gives ∫exp(−y²/2s² − iGy)dy = s√(2π) exp(−s²G²/2). Therefore

T_GG′ = (G²/2) δ_GG′,
V_GG′ = −V0 (a√(2π)/L) exp(−a²(G−G′)²/2 − i(G−G′)τ),
⟨G|g_s⟩ = (πs²)^(−1/4) s (2π/L)^(1/2) exp(−s²G²/2 − iGτ).

Summing |⟨G|β⟩|² gives n_β = 1.0000000000, so by (2) S has eigenvalues 1 and 1.5. Dense numerical diagonalisation of the 41×41 generalised problem gives

ε_1 = −1.275802 Ha (−34.716 eV), ε_2 = −0.390622 Ha, ε_3 = 0.001198 Ha, ε_N = 78.48 Ha,

and ε_2 − ε_1 = 0.885180 Ha. These are the exact levels in the sense of the theorems, those of the 41-dimensional problem.

Direct minimisation. A BFGS quasi-Newton descent on R uses the gradient (7), with the plane-wave coefficients written as (1 + G²/2)^(−1/2) times the variables of the descent. This damps the components of high kinetic energy. From random values of these variables, where R = 4.1998 Ha, it ends at −1.275802 Ha. For (9) with k = 2, the same method is applied to the larger Ritz value of a two-column X. Starting from the two lowest Ritz vectors for |n| ≤ 2 with a small random admixture, where the value is −0.2344 Ha, it ends at −0.390622 Ha.

Ritz values. Diagonalising the blocks of H and S with a lower cutoff gives λ_1, λ_2, λ_3 in Ha:

|n| ≤ 1, m = 3: −1.079229, −0.076311, 0.061906
|n| ≤ 2, m = 5: −1.233287, −0.262783, 0.034003
|n| ≤ 3, m = 7: −1.268669, −0.356191, 0.013428
|n| ≤ 4, m = 9: −1.274938, −0.384162, 0.004131
|n| ≤ 6, m = 13: −1.275799, −0.390524, 0.001264

Each column falls toward its ε_k from above. The theorems fix the direction and not the rate: at m = 13 the first level is 3×10⁻⁶ Ha above ε_1, the second 1×10⁻⁴ Ha above ε_2.

A Gaussian trial function. Take ψ = g_σ with σ = 1 bohr. On the line use ∫exp(−αy²)dy = (π/α)^(1/2), which makes ⟨ψ,ψ⟩ = 1, and its α-derivative, which gives ∫y²ψ²dy = σ²/2. Since ψ′ = −yψ/σ²,

T = ½∫ψ′²dy = ½ σ⁻⁴ · σ²/2 = 1/(4σ²) = 0.250000 Ha.

For V the exponent is α = 1/σ² + 1/2a², so

V = −V0 (πσ²)^(−1/2)(π/α)^(1/2) = −V0(1 + σ²/2a²)^(−1/2) = −2/√1.5 = −1.632993 Ha.

For the overlap α = (σ² + b²)/(2σ²b²) and the prefactor is (πσb)^(−1/2), so

|⟨β,ψ⟩|² = (1/πσb) · 2πσ²b²/(σ² + b²) = 2σb/(σ² + b²) = 1/1.25 = 0.800000.

These line integrals omit overlaps with periodic images, the largest carrying the factor exp(−L²/4σ²) = e⁻²⁵, far below the digits kept. Then

R = (0.250000 − 1.632993 − 0.5×0.8)/(1 + 0.5×0.8) = −1.782993/1.400000 = −1.273567 Ha (−34.656 eV).

The error relative to ε_1, from unrounded values, is R − ε_1 = 2.2356×10⁻³ Ha (0.0608 eV), positive as (6) requires. Projecting the S-normalised ψ on the numerical u_1 gives sin²θ = 1 − |c_1|² = 1.093958×10⁻³, so sinθ = 0.0331. The remainder w has R(w) = 0.767762 Ha and R(w) − ε_1 = 0.767762 + 1.275802 = 2.043564 Ha. Equation (13) reads

1.093958×10⁻³ × 2.043564 Ha = 2.2356×10⁻³ Ha.

A wrong component of 3.3 % of the S-norm of ψ costs 2.2356×10⁻³/0.885180, or 0.25 % of the gap. The bounds (14) are 0.885180 × 1.093958×10⁻³ = 9.68×10⁻⁴ Ha and (78.4805 + 1.2758) × 1.093958×10⁻³ = 8.73×10⁻² Ha. The upper one is loose because it replaces R(w) = 0.77 Ha by ε_N = 78.48 Ha.

Keeping this w and evaluating (1) for cosθ u_1 + sinθ w gives errors 2.0436×10⁻², 2.0436×10⁻⁴ and 2.0436×10⁻⁶ Ha at sinθ = 0.1, 0.01 and 0.001: one digit in the vector buys two in the eigenvalue.

Temple bound. Solving the linear system for S⁻¹r gives ⟨r,S⁻¹r⟩ = 5.835437×10⁻³ Ha², and ε_2 − ρ = 0.882944 Ha. The bound is 5.835437×10⁻³/0.882944 = 6.609×10⁻³ Ha, about three times the true error. It brackets the level, −1.280176 ≤ ε_1 ≤ −1.273567 Ha. The model is symmetric under y → −y; ψ and u_1 are even and u_2 is odd, so c_2 = 0 and w contains no u_2. The arguments for (14) and (16) use only levels with c_j ≠ 0, so here ε_3 may replace ε_2. The lower bound in (14) becomes 1.277000 × 1.093958×10⁻³ = 1.40×10⁻³ Ha, and the Temple bound becomes 5.835437×10⁻³/1.274765 = 4.58×10⁻³ Ha, about twice the true error.

Excited state. Equation (15) with k = 2 and t = 0.1 gives −0.885180 × 0.01/1.01 = −8.764×10⁻³ Ha for j = 1, and (0.001198 + 0.390622) × 0.01/1.01 = +3.879×10⁻³ Ha for j = 3.

9. Where the result fails

Indefinite S. Keep H and set q = −2, so that 1 + q n_β = −1. Let φ be the earlier u_2, normalised (it is odd about τ and β is even, so φ is orthogonal to β, ⟨β,Hφ⟩ = 0, and the phase of φ does not matter), and ψ = β + sφ with s real. By (2), Sβ = −β and Sφ = φ, so ⟨ψ,Sψ⟩ = s² − 1. The numerator is a quadratic polynomial in s. If it is non-zero at s = 1, R diverges like 1/(s − 1), with opposite signs on the two sides. Evaluating (1) gives R = 888.2 Ha at s = 0.999 and −888.1 Ha at s = 1.001, so the numerator is negative there. R has no minimum and no maximum. The proof broke at A, which needs s_i > 0.

The quotient without S. Let R⁰(ψ) = ⟨ψ,Hψ⟩/⟨ψ,ψ⟩. On u_1 the numerator is ε_1 by (4), but the denominator is ⟨u_1,u_1⟩ = 1 − q|⟨β,u_1⟩|² = 0.714810, so R⁰ = −1.275802/0.714810 = −1.78481 Ha. Its derivative is (7) with S replaced by 1. Along w with ⟨w,Su_1⟩ = 0 we have ⟨w,Hu_1⟩ = ε_1⟨w,Su_1⟩ = 0 and ⟨w,u_1⟩ = ⟨w,Su_1⟩ − q⟨w,β⟩⟨β,u_1⟩ = −q⟨w,β⟩⟨β,u_1⟩, so

dR⁰/dt = −2R⁰ Re⟨w,u_1⟩/⟨u_1,u_1⟩ = 2qR⁰ Re[⟨w,β⟩⟨β,u_1⟩]/⟨u_1,u_1⟩.

This vanishes for every such w if q = 0, if ε_1 = 0 (then R⁰ = 0) or if ⟨β,u_1⟩ = 0, and in general not otherwise. Take w as β made S-orthogonal to u_1 and S-normalised, and define the slope as log₁₀ of the ratio of the changes at t and t/10. It is 1.000 for R⁰ (t = 10⁻⁴) and 2.000 for R (t = 10⁻³).

Self-consistency. Step (12) used an H that does not depend on ψ. In a mean-field calculation it does. A minimal model, for ‖ψ‖_S = 1, is

E = ⟨ψ,Hψ⟩ + g p²/2, p = |⟨β,ψ⟩|², H[ψ] = H + g p|β⟩⟨β|,

in which the projector strength follows the projector occupation. The self-consistent u obeys H[u]u = μSu. Let ψ(t) = (u + tw)/(1 + t²)^(1/2) = u + tw + O(t²), with w S-normalised and S-orthogonal to u; a change along u alters only norm and phase. At t = 0, dp/dt = 2Re[⟨w,β⟩⟨β,u⟩], and

dE/dt = 2Re⟨w,Hu⟩ + g p · 2Re[⟨w,β⟩⟨β,u⟩] = 2Re⟨w,H[u]u⟩ = 2μ Re⟨w,Su⟩ = 0.

E is stationary and its error is of second order. The eigenvalue estimate is μ(ψ) = ⟨ψ,H[ψ]ψ⟩ = ⟨ψ,Hψ⟩ + g p² = E + g p²/2, so

dμ/dt = 0 + g p · dp/dt,

so the error of μ is of first order unless g p dp/dt = 0.

Take g = 0.2 Ha. The condition that the lowest eigenvector of (H + g p|β⟩⟨β|, S) return the same p, solved by Brent's root-finding method on 0 ≤ p ≤ 1, gives p = 0.563656 and E = −1.243646 Ha. Then μ = −1.243646 + 0.1 × 0.563656² = −1.211875 Ha. With w built from β as before, dp/dt = 0.481924 and g p dp/dt = 0.2 × 0.563656 × 0.481924 = 0.054328 Ha. Direct evaluation gives the changes from the self-consistent values:

t = 0.01: ΔE = 2.3736×10⁻⁴ Ha, Δμ = 7.7767×10⁻⁴ Ha
t = 0.001: ΔE = 2.3743×10⁻⁶ Ha, Δμ = 5.6673×10⁻⁵ Ha

ΔE falls by a factor of 100. Δμ falls by 7.7767×10⁻⁴/5.6673×10⁻⁵ = 13.7, not by 10, because it also holds a quadratic term. Subtracting the linear part 0.054328 t leaves 2.344×10⁻⁴ and 2.345×10⁻⁶ Ha, in the ratio 100. At smaller t the linear term dominates: the slope is 1.002 between t = 10⁻⁴ and 10⁻⁵. In this model the quadratic law for eigenvalues belongs to the inner diagonalisation at frozen H. In the outer self-consistency loop it is the total energy E that converges quadratically in the error of ψ, while μ converges linearly whenever the error of ψ changes p in first order; along a direction with dp/dt = 0, such as an odd one, μ is also quadratic.
